# Plane-Wave Cutoff Error of Hydrogen from the Nuclear Cusp: a program that tests the result

```python
"""
Result under test: for hydrogen (fixed point nucleus, infinite box) in plane
waves with |k| < K, the lowest variational energy E_K obeys, in atomic units,
    E_K - E = 16/(3 pi K^3) - 16/(pi^2 K^4) + O(K^-5),   E = -1/2.
Symbols: K cutoff wavevector (1/bohr); phi(k) momentum wavefunction of 1s;
P, Q projectors on |k| < K and |k| > K; T kinetic energy; V = -1/r;
A = <Q psi|H-E|Q psi>; w = norm of Q psi squared; rho = -P V Q psi.
Road: for s states u(k) = k phi(k), continued as an odd function, obeys
    k^2/2 u(k) + (1/pi) int_{-K}^{K} ln|k-k'| u(k') dk' = E u(k),
solved in normalized odd Legendre polynomials of x = k/K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import exp1, erf

pi = np.pi
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_m = const.physical_constants["Bohr radius"][0]


def matrices(K, n):
    """Kinetic and Coulomb matrices in n odd Legendre functions."""
    l = 2.0 * np.arange(n) + 1.0
    step = lambda j: j / np.sqrt(4 * j**2 - 1)
    x2 = np.diag(step(l)**2 + step(l + 1)**2)
    off = step(l[:-1] + 1) * step(l[:-1] + 2)
    x2 += np.diag(off, 1) + np.diag(off, -1)
    diff = l[:, None] - l[None, :]
    total = l[:, None] + l[None, :]
    log_kernel = 8 / ((diff**2 - 1) * total * (total + 2))
    log_kernel *= np.sqrt(np.outer(2 * l + 1, 2 * l + 1)) / 2
    return K**2 / 2 * x2, K / pi * log_kernel


def levels(K, n=700):
    kinetic, coulomb = matrices(K, n)
    return eigh(kinetic + coulomb, eigvals_only=True, subset_by_index=[0, 1])


def basis_on_nodes(n, nodes):
    x, weight = np.polynomial.legendre.leggauss(nodes)
    values = np.polynomial.legendre.legvander(x, 2 * n - 1)[:, 1::2]
    l = 2 * np.arange(n) + 1
    return x, weight, values * np.sqrt((2 * l + 1) / 2)


def phi(k):
    return 2 * np.sqrt(2) / pi / (1 + k**2)**2


def one_term(K):
    return 16 / (3 * pi * K**3)


def two_terms(K):
    return one_term(K) - 16 / (pi**2 * K**4)


# Momentum wavefunction from its definition, and its tail from the cusp slope
k_test = 3.0
radial = quad(lambda r: r * np.exp(-r) / np.sqrt(pi) * np.sin(k_test * r),
              0, 50, limit=300)[0]
phi_direct = 4 * pi / k_test * radial / (2 * pi)**1.5
assert abs(phi_direct / phi(k_test) - 1) < 1e-8
slope = -1 / np.sqrt(pi)
tail_constant = -8 * pi * slope / (2 * pi)**1.5
assert abs(phi(1e3) * 1e12 / tail_constant - 1) < 1e-5

# The logarithmic kernel must reproduce the exact 1s state when K is infinite
k0 = 1.7
integrand = lambda q: np.log((q + k0) / abs(q - k0)) * q * phi(q)
attraction = sum(quad(integrand, lo, hi, limit=300)[0] for lo, hi in
                 [(0, k0), (k0, 2 * k0), (2 * k0, np.inf)]) / pi
assert abs(attraction / ((k0**2 + 1) / 2 * k0 * phi(k0)) - 1) < 1e-6
log_integral = quad(lambda t: t * np.log((1 + t) / (1 - t)), 0, 1)[0]
assert abs(log_integral - 1) < 1e-7

# Cutoff problem solved numerically; coefficients fitted without the formula
K_set = np.array([24.0, 36.0, 54.0, 80.0])
both = np.array([levels(K) for K in K_set])
error = both[:, 0] + 0.5
assert abs(levels(54.0, 550)[0] - both[2, 0]) < 1e-10
fit = np.linalg.solve(np.vander(1 / K_set, 4, increasing=True),
                      error * K_set**3)
assert abs(fit[0] / (16 / (3 * pi)) - 1) < 1e-3
assert abs(fit[1] / (-16 / pi**2) - 1) < 2e-2
remainder = (error - two_terms(K_set)) * K_set**5
assert np.max(np.abs(remainder)) < 8
assert np.ptp(remainder) < 0.3 * np.max(np.abs(remainder))

# Upper and lower bounds, and the size of the relaxation, at one cutoff
K_b, n_b = 24.0, 400
kinetic, coulomb = matrices(K_b, n_b)
shifted = kinetic + coulomb + 0.5 * np.eye(n_b)
x, weight, basis = basis_on_nodes(n_b, 900)
k = K_b * x
cut_state = basis.T @ (weight * np.sqrt(2 * pi * K_b) * k * phi(k))
w = 4 * pi * quad(lambda q: q**2 * phi(q)**2, K_b, np.inf,
                  epsabs=0, epsrel=1e-9)[0]
assert abs(cut_state @ cut_state - (1 - w)) < 1e-11
rho = shifted @ cut_state
A = cut_state @ rho
relax = np.sum(weight * (basis @ rho)**2 * 2 / k**2)
eps_b = error[0]
lower = (A - 14 / 3 * relax) * (1 - 8 * eps_b / 3)
upper = A / (1 - w)
assert lower < eps_b < upper


def h(s):
    return (s - (1 - s**2) / 2 * np.log((1 + s) / (1 - s))) / s**3


relax_coefficient = 64 / pi**3 * quad(lambda s: h(s)**2, 0, 1)[0]
assert abs(relax * K_b**5 / relax_coefficient - 1) < 0.03
unit = cut_state / np.linalg.norm(cut_state)
project = np.eye(n_b) - np.outer(unit, unit)
coercive = project @ (shifted - 3 / 14 * kinetic) @ project
lowest_coercive = eigh(coercive, eigvals_only=True, subset_by_index=[0, 0])[0]
assert lowest_coercive > -1e-9

# Role of the cusp: 2s has one eighth of the 1s squared slope at the nucleus
ratio_2s = (both[1, 1] + 0.125) / error[1]
assert abs(ratio_2s * 8 - 1) < 0.02


# Role of the cusp: soft nucleus -erf(r)/r has none
def soft_level(K, n=150, nodes=400):
    kinetic, coulomb = matrices(K, n)
    x, weight, basis = basis_on_nodes(n, nodes)
    y = (K * (x[:, None] - x[None, :]))**2 / 4
    smooth = np.full_like(y, -np.euler_gamma / 2)
    apart = y > 0
    smooth[apart] = (exp1(y[apart]) + np.log(y[apart])) / 2
    weighted = basis * weight[:, None]
    change = -K / pi * weighted.T @ smooth @ weighted
    return eigh(kinetic + coulomb + change, eigvals_only=True,
                subset_by_index=[0, 0])[0]


soft_reference = soft_level(16.0)
spacing = 0.01
r = spacing * np.arange(1, 3000)
soft_real_space = eigh_tridiagonal(
    1 / spacing**2 - erf(r) / r, np.full(r.size - 1, -0.5 / spacing**2),
    eigvals_only=True, select="i", select_range=(0, 0))[0]
assert abs(soft_real_space - soft_reference) < 1e-4
soft_error = {K: soft_level(K) - soft_reference for K in (4.0, 8.0)}
bare_error = {K: levels(K, 300)[0] + 0.5 for K in (4.0, 8.0)}
assert abs(soft_error[8.0]) < 1e-3 * bare_error[8.0]

# Worked example: everyday cutoffs, then the cutoff for a 1 meV error
meV = 1000 * hartree_eV
cutoffs_eV = [500.0, 1000.0, 2000.0]
rows = []
for cutoff in cutoffs_eV:
    K = np.sqrt(2 * cutoff / hartree_eV)
    rows.append((cutoff, K, (levels(K, 300)[0] + 0.5) * meV,
                 one_term(K) * meV, two_terms(K) * meV))
assert all(abs(row[4] - row[2]) < abs(row[3] - row[2]) for row in rows)
target_meV = 1.0
K_target = (16 / (3 * pi * target_meV / meV))**(1 / 3)
cutoff_target = K_target**2 / 2 * hartree_eV
actual_target = (levels(K_target)[0] + 0.5) * meV
assert abs(actual_target / target_meV - 1) < 0.05
side_nm = 0.8
side = side_nm * 1e-9 / bohr_m
count = lambda K: side**3 * K**3 / (6 * pi**2)

# Neglected effects for the same numbers
mass_ratio = const.m_e / const.m_p
reduced = 1 / (1 + mass_ratio)
recoil_shift = 0.5 * (1 - reduced) * meV
recoil_on_error = 1 - reduced**4
alpha = const.fine_structure
dirac_shift = ((np.sqrt(1 - alpha**2) - 1) / alpha**2 + 0.5) * meV
proton_radius = const.physical_constants["proton rms charge radius"][0]
K_mid = rows[1][1]
dk = 2 * pi / side
top = int(3 * K_mid / dk) + 1
line = (dk * np.arange(-top, top + 1))**2
k2 = line[:, None, None] + line[None, :, None] + line[None, None, :]
k2 = k2[(k2 > K_mid**2) & (k2 < 9 * K_mid**2)]
box_sum = dk**3 * np.sum(k2 / 2 * 8 / pi**2 / (1 + k2)**4)
continuum = quad(lambda q: 2 * pi * q**4 * phi(q)**2, K_mid, 3 * K_mid,
                 epsabs=0, epsrel=1e-9)[0]
box_change = box_sum / continuum - 1
assert abs(box_change) < 0.05

print(f"Hartree energy: {hartree_eV:.5f} eV")
print(f"16/(3 pi): {16 / (3 * pi):.5f}; fitted K^-3 coefficient: {fit[0]:.5f}")
print(f"-16/pi^2: {-16 / pi**2:.4f}; fitted K^-4 coefficient: {fit[1]:.4f}")
print("K (1/bohr), error (hartree), one term, two terms, remainder*K^5:")
for K, e, rem in zip(K_set, error, remainder):
    print(f"  {K:.0f}  {e:.5e}  {one_term(K):.5e}  {two_terms(K):.5e}  {rem:.3f}")
print(f"Bounds at K = {K_b:.0f} 1/bohr (hartree):")
print(f"  lower {lower:.5e}, computed {eps_b:.5e}, upper {upper:.5e}")
print(f"  lost norm w: {w:.3e}")
print(f"  gain by relaxation A - error: {A - eps_b:.3e} hartree")
print(f"  <rho|1/T|rho>: {relax:.3e} hartree")
print(f"  <rho|1/T|rho>*K^5: {relax * K_b**5:.4f}; limit: {relax_coefficient:.4f}")
print(f"2s error / 1s error at K = {K_set[1]:.0f} 1/bohr: {ratio_2s:.5f}")
print(f"Soft nucleus level: {soft_reference:.6f} hartree")
print(f"  same by finite differences: {soft_real_space:.6f} hartree")
for K in (4.0, 8.0):
    print(f"  K = {K:.0f} 1/bohr: soft error {soft_error[K]:.2e}, "
          f"bare error {bare_error[K]:.2e} hartree")
print("Cutoff (eV), K (1/bohr), error (meV), one term (meV), two terms (meV):")
for row in rows:
    print("  %.0f  %.3f  %.2f  %.2f  %.2f" % row)
print(f"For {target_meV:.0f} meV by the leading term: K = {K_target:.2f} 1/bohr")
print(f"  cutoff energy: {cutoff_target:.0f} eV")
print(f"  computed error there: {actual_target:.4f} meV")
print(f"Cubic cell side: {side_nm:.1f} nm")
print(f"  plane waves at {cutoffs_eV[1]:.0f} eV: {count(K_mid):.3e}")
print(f"  plane waves for {target_meV:.0f} meV: {count(K_target):.3e}")
print(f"Nuclear recoil: level shift {recoil_shift:.3f} meV")
print(f"  relative fall of the cutoff error: {100 * recoil_on_error:.3f} %")
print(f"Relativistic (Dirac) level shift: {dirac_shift:.4f} meV")
print(f"K times proton radius at the 1 meV cutoff: "
      f"{K_target * proton_radius / bohr_m:.2e}")
print(f"Discrete k in the cell, tail sum from K to 3K at "
      f"{cutoffs_eV[1]:.0f} eV: change {100 * box_change:.3f} %")
print("all tests passed")
```

It prints:

```
Hartree energy: 27.21139 eV
16/(3 pi): 1.69765; fitted K^-3 coefficient: 1.69763
-16/pi^2: -1.6211; fitted K^-4 coefficient: -1.6173
K (1/bohr), error (hartree), one term, two terms, remainder*K^5:
  24  1.17371e-04  1.22805e-04  1.17918e-04  -4.358
  36  3.53496e-05  3.63866e-05  3.54214e-05  -4.343
  54  1.05812e-05  1.07812e-05  1.05906e-05  -4.315
  80  3.27484e-06  3.31573e-06  3.27615e-06  -4.288
Bounds at K = 24 1/bohr (hartree):
  lower 1.16863e-04, computed 1.17371e-04, upper 1.17555e-04
  lost norm w: 2.546e-07
  gain by relaxation A - error: 1.833e-07 hartree
  <rho|1/T|rho>: 1.404e-07 hartree
  <rho|1/T|rho>*K^5: 1.1180; limit: 1.1228
2s error / 1s error at K = 36 1/bohr: 0.12507
Soft nucleus level: -0.331141 hartree
  same by finite differences: -0.331142 hartree
  K = 4 1/bohr: soft error 1.75e-06, bare error 1.72e-02 hartree
  K = 8 1/bohr: soft error -1.01e-10, bare error 2.80e-03 hartree
Cutoff (eV), K (1/bohr), error (meV), one term (meV), two terms (meV):
  500  6.062  162.16  207.36  174.70
  1000  8.573  62.73  73.31  65.15
  2000  12.124  23.43  25.92  23.88
For 1 meV by the leading term: K = 35.88 1/bohr
  cutoff energy: 17517 eV
  computed error there: 0.9714 meV
Cubic cell side: 0.8 nm
  plane waves at 1000 eV: 3.676e+04
  plane waves for 1 meV: 2.695e+06
Nuclear recoil: level shift 7.406 meV
  relative fall of the cutoff error: 0.218 %
Relativistic (Dirac) level shift: -0.1811 meV
K times proton radius at the 1 meV cutoff: 5.70e-04
Discrete k in the cell, tail sum from K to 3K at 1000 eV: change -0.050 %
all tests passed
```
